# Atomic oxygen in 10 mTorr O2: ozone formation against wall recombination

**Question.** An oxygen plasma in an etch chamber splits O2 into atoms. An atom can attach to an O2 molecule and become ozone, provided that a third particle takes part:

\[
\mathrm{O+O_2+M\to O_3+M}.
\]

The gas is O2 at 10 mTorr and 300 K. How long would an oxygen atom live if this reaction were its only fate? How does that lifetime scale with pressure, and does the reaction matter beside recombination on the chamber walls?

**Answer.** The ozone channel alone would give the atom about 4.5 hours. The walls remove it in about 2 ms if they are active, and in about 0.2 s if they are passive. The first time falls as the inverse square of the pressure, so the conclusion belongs to low pressure: in the chamber considered here, with the gas at 300 K, it fails at a few Torr.

## The gas and the reaction rate

Let the atoms be a trace in the O2, in their ground state, with one temperature \(T\) throughout. The gas density follows from the ideal-gas law. With \(p=10\) mTorr \(=1.333\) Pa,

\[
n=\frac{p}{k_BT}=3.22\times10^{20}\ \mathrm{m^{-3}} .
\]

The third body M is needed because the new bond releases energy. When O meets O2, the pair forms an energetic complex O3\*, which falls apart again unless a collision takes away some of its energy. Let \(k_a\) be the coefficient for capture, \(k_d\) the break-up rate and \(k_s\) the coefficient for stabilizing collisions. The density \(n_c\) of complexes obeys

\[
\frac{dn_c}{dt}=k_a n\,n_O-(k_d+k_s n)\,n_c .
\]

Complexes come and go much faster than \(n_O\) changes, so the two terms on the right nearly balance:

\[
n_c\simeq\frac{k_a n}{k_d+k_s n}\,n_O .
\]

Ozone forms at the rate \(k_s n\,n_c\). The loss rate per atom is therefore

\[
\nu=\frac{k_ak_s n^2}{k_d+k_s n}.
\]

This has two limits. If collisions are rare, \(k_sn\ll k_d\), then

\[
\nu\simeq k_3n^2,\qquad k_3=\frac{k_ak_s}{k_d}.
\]

One factor \(n\) counts the partners and the other counts the third bodies. If collisions are frequent, \(k_sn\gg k_d\), every captured atom is stabilized and \(\nu\simeq k_an\), which is linear in density.

To see which limit applies, take the rough values \(k_3=6\times10^{-46}\ \mathrm{m^6/s}\) and \(k_a=3\times10^{-18}\ \mathrm{m^3/s}\). A hard-sphere collision estimate gives \(k_s=1.85\times10^{-16}\ \mathrm{m^3/s}\). The relation for \(k_3\) then implies a complex lifetime \(1/k_d\) of about 1.1 ps, while the time between collisions, \(1/(k_sn)\), is about 17 μs. The chance of stabilization is

\[
\frac{k_sn}{k_d}\simeq\frac{1.08\times10^{-12}\ \mathrm{s}}{16.8\times10^{-6}\ \mathrm{s}}\simeq6.4\times10^{-8}.
\]

An atom is captured about a thousand times per second, since \(k_an\simeq970\ \mathrm{s^{-1}}\), but nearly all captures come undone. That is why the reaction is slow. With these inputs the chance would become comparable to one only at a pressure some \(10^7\) times higher, so the quadratic law is safe here. As a test of the balance assumption, the slow decay rate of the coupled equations for \(n_O\) and \(n_c\) was computed at this density and at 100 times this density. It agrees with \(k_3n^2\) to better than one part in \(10^4\) in both cases.

## The lifetime against ozone formation

Since the atoms are a trace, \(n\) stays constant and

\[
\frac{dn_O}{dt}=-k_3n^2n_O
\quad\Rightarrow\quad
n_O(t)=n_O(0)\,e^{-t/\tau_{oz}},\qquad
\tau_{oz}=\frac{1}{k_3n^2}.
\]

For an exponential decay, \(\tau_{oz}\) is also the mean lifetime. The numbers are

\[
k_3n^2=(6\times10^{-46})(3.22\times10^{20})^2\ \mathrm{s^{-1}}
=6.22\times10^{-5}\ \mathrm{s^{-1}},
\]

\[
\tau_{oz}=1.61\times10^{4}\ \mathrm{s}\simeq4.5\ \mathrm{h}.
\]

The rough input \(k_3\) limits the meaningful precision to "a few hours".

Substituting \(n=p/(k_BT)\) shows the scaling:

\[
\tau_{oz}=\frac{(k_BT)^2}{k_3(T)\,p^2}.
\]

At fixed temperature, ten times the pressure gives one hundredth of the lifetime. At fixed pressure, heating thins the gas and also lowers \(k_3\), roughly as \(T^{-2.4}\). Together these give \(\tau_{oz}\propto T^{4.4}\). At 500 K the lifetime is about 42 h, so gas heating by the plasma strengthens the conclusion.

## How fast an atom reaches the wall

Take a closed cylinder of radius \(R=15\) cm and height \(L=10\) cm. An atom must first diffuse to a surface and then stick or react there. Let \(\gamma\) be the probability that an atom striking the wall is lost, taken equal on all surfaces.

**Diffusion coefficient.** Suppose the atoms drift through resting O2 with a small mean velocity \(u\) along \(x\). Let \(\mathbf g\) be the velocity of an atom relative to a molecule, \(\mu\) their reduced mass, and \(\sigma=\pi d^2\) the hard-sphere cross section. Hard spheres scatter isotropically in the centre-of-mass frame, so the mean relative velocity after a collision is zero. The atom therefore loses momentum \(\mu\mathbf g\) on average. Collisions occur at the rate \(n\sigma g\), and the friction force per atom is

\[
F=\mu n\sigma\langle g\,g_x\rangle .
\]

Assume that the relative velocities follow a drifting Maxwell distribution. To first order in \(u\), this is the resting one multiplied by \(1+\mu g_xu/(k_BT)\). The resting part gives zero by symmetry. In the remaining part, \(g_x^2\) may be replaced by \(g^2/3\):

\[
\langle g\,g_x\rangle=\frac{\mu u}{k_BT}\langle g\,g_x^2\rangle_0
=\frac{\mu u}{3k_BT}\langle g^3\rangle_0 .
\]

With \(a=\mu/(2k_BT)\), integration by parts gives

\[
\int_0^\infty g^5e^{-ag^2}dg=\frac{2}{a}\int_0^\infty g^3e^{-ag^2}dg .
\]

Since the speed distribution is proportional to \(g^2e^{-ag^2}\), this means \(\langle g^3\rangle_0=(4k_BT/\mu)\,\bar g\), where \(\bar g=\sqrt{8k_BT/(\pi\mu)}\) is the mean relative speed. Hence

\[
\langle g\,g_x\rangle=\tfrac43\,\bar g\,u,\qquad F=\tfrac43\,\mu n\sigma\bar g\,u .
\]

In slow diffusion the gradient of the atoms' partial pressure balances friction:

\[
-k_BT\frac{dn_O}{dx}=n_O\,\tfrac43\,\mu n\sigma\bar g\,u .
\]

Comparing this with \(n_Ou=-D\,dn_O/dx\) gives

\[
D=\frac{3k_BT}{4\mu n\sigma\bar g}=\frac{3\pi\bar g}{32\,n\sigma},
\]

where the second form uses \(k_BT/\mu=\pi\bar g^2/8\). Because the shape of the velocity distribution was assumed, this is a first approximation; for hard spheres with these masses it is about 4 % too low. With a rough collision diameter \(d=0.32\) nm, \(n\sigma\simeq104\ \mathrm{m^{-1}}\). With \(\bar g=772\) m/s, \(D\simeq2.19\ \mathrm{m^2/s}\). Because \(D\propto1/n\), diffusion is fast at low pressure.

**Loss at the surface.** Let \(n_w\) be the atom density at the wall, \(\bar v\) the mean thermal speed of the atoms, and \(\Gamma\) the net flux into the wall. A resting Maxwell distribution sends a flux \(n_w\bar v/4\) towards the wall. The net flux means a drift \(u=\Gamma/n_w\), taken here as small compared with \(\bar v\); this becomes a rough approximation as \(\gamma\) approaches 1. The drift correction to the distribution is odd in the normal velocity, so its contribution to the flux is even, and atoms moving towards the wall supply half of it. The incident flux is thus \(n_w\bar v/4+\Gamma/2\). A fraction \(\gamma\) of it is lost:

\[
\Gamma=\gamma\left(\frac{n_w\bar v}{4}+\frac{\Gamma}{2}\right)
\quad\Rightarrow\quad
\Gamma=\frac{\gamma\,\bar v}{2(2-\gamma)}\,n_w .
\]

**Two limits.** If \(\gamma\) is so small that surface loss is much slower than diffusion across the chamber, atoms visit the walls many times before they are lost, and the density is nearly uniform. With volume \(V\) and wall area \(A\), the balance \(V\,dn_O/dt=-A\Gamma\) gives the lifetime

\[
\tau_s=\frac VA\,\frac{2(2-\gamma)}{\gamma\bar v},\qquad
\frac VA=\frac{RL}{2(R+L)}=3\ \mathrm{cm}.
\]

If instead the walls absorb so well that diffusion is the bottleneck, the density nearly vanishes at the surface. The slowest-decaying solution of \(\partial n_O/\partial t=D\nabla^2n_O\) is then

\[
n_O\propto J_0\!\left(\frac{2.405\,r}{R}\right)\sin\!\left(\frac{\pi z}{L}\right)e^{-t/\tau_d},
\]

where 2.405 is the first zero of the Bessel function \(J_0\). The Laplacian multiplies this profile by \(-1/\Lambda^2\), so

\[
\tau_d=\frac{\Lambda^2}{D},\qquad
\frac1{\Lambda^2}=\left(\frac{\pi}{L}\right)^2+\left(\frac{2.405}{R}\right)^2 .
\]

Here \(\Lambda=2.84\) cm and \(\tau_d\simeq0.37\) ms.

**Joining the limits.** Reaching the wall and reacting there happen in series, which suggests adding the two times:

\[
\tau_{wall}\simeq\frac{\Lambda^2}{D}+\frac VA\,\frac{2(2-\gamma)}{\gamma\bar v}.
\]

This is an interpolation. It can be compared with the slowest diffusion mode that obeys the wall condition at finite \(\gamma\). For this chamber and this \(D\), the largest error relative to that mode is 1.1 % for \(\gamma\) between \(10^{-5}\) and 1.

The diffusion picture itself also deserves a test, because an atom travels about 8 mm between collisions, which is not tiny beside a 10 cm chamber. A simulation followed individual atoms through hard-sphere collisions with thermal O2 and diffuse re-emission from the walls, without using \(D\) or the wall condition. For \(\gamma=0.1\) it gave 2.17 ms, against 2.18 ms from the formula. For \(\gamma=0.5\) it gave 0.626 ms against 0.652 ms, a difference of about 4 %. This difference comes from the way the simulated lifetime was measured. The atoms started uniformly spread, and their remaining life was averaged from the moment when half of them were lost. At that moment faster-decaying diffusion modes are still present. Summing the modes shows that this measure falls about 4 % short of the slowest-mode time for \(\gamma=0.5\), but only about 0.15 % short for \(\gamma=0.1\). With this allowed for, formula and simulation agree within the sampling noise. It is of no consequence for a comparison with hours.

## The comparison

For an active metal wall, take the rough value \(\gamma=0.1\). With \(\bar v=630\) m/s,

\[
\tau_s=0.03\ \mathrm{m}\times\frac{2\times1.9}{0.1\times630\ \mathrm{m/s}}\simeq1.81\ \mathrm{ms},
\]

\[
\tau_{wall}\simeq0.37\ \mathrm{ms}+1.81\ \mathrm{ms}\simeq2.2\ \mathrm{ms}.
\]

Most of this time comes from repeated visits to the wall. For a passive oxide wall, take the rough value \(\gamma=10^{-3}\). The surface term becomes 190 ms, diffusion hardly matters, and \(\tau_{wall}\simeq191\) ms.

Independent loss channels add their rates. With these two channels alone, the fraction of atoms lost to ozone formation is

\[
\frac{1/\tau_{oz}}{1/\tau_{oz}+1/\tau_{wall}}
=\frac{\tau_{wall}}{\tau_{wall}+\tau_{oz}}
\simeq\frac{\tau_{wall}}{\tau_{oz}} .
\]

It is \(1.35\times10^{-7}\) for the active wall, or about one atom in seven million. For the passive wall it is \(1.19\times10^{-5}\), about one in 84,000. The coefficient \(k_3\) would have to be larger by that last factor before the two channels were equal even with the passive wall. The conclusion therefore does not hang on the rough value of \(k_3\).

## Where the conclusion would fail

**Very inert walls.** For small \(\gamma\), the wall lifetime is approximately \(4V/(A\gamma\bar v)\). Setting it equal to \(\tau_{oz}\) gives the critical loss probability

\[
\gamma_c\simeq\frac{4V}{A\bar v\,\tau_{oz}}
=\frac{4\times0.03}{630\times1.61\times10^4}\simeq1.2\times10^{-8}.
\]

Ozone formation would overtake wall loss only if an atom survived, on average, nearly a hundred million wall impacts. The passive wall assumed above is about 85,000 times more reactive than this.

**Higher pressure.** Raise the pressure from \(p_0=10\) mTorr to \(p\), holding temperature, chamber and \(\gamma\) fixed. The ozone lifetime falls as \(p^{-2}\), the diffusion time rises as \(p\), and the surface term does not change. For the active wall, diffusion dominates at the crossover, so the surface term may be dropped there:

\[
\tau_{oz}(p_0)\left(\frac{p_0}{p}\right)^2=\frac{\Lambda^2}{D(p_0)}\,\frac p{p_0}
\quad\Rightarrow\quad
p=p_0\left[\frac{\tau_{oz}(p_0)D(p_0)}{\Lambda^2}\right]^{1/3}\simeq3.5\ \mathrm{Torr}.
\]

At this pressure the diffusion time is about 130 ms, so neglecting the 1.81 ms surface term was justified.

For the passive wall both terms must be kept. At 2.4 Torr, which is 240 times \(p_0\), the ozone lifetime is \(1.61\times10^4/240^2\simeq0.28\) s. The wall lifetime is \(0.190+240\times0.00037\simeq0.28\) s. The crossover is therefore near 2.4 Torr. The cube root makes the active-wall result forgiving: doubling \(k_3\) lowers that crossover by about 20 %. Gas temperature matters more: at 500 K, with the same \(\gamma\), the crossover moves to about 10 Torr for the active wall and 7.5 Torr for the passive one.

## Other reactions in the gas

The ozone formed can destroy a second atom through \(\mathrm{O+O_3\to2O_2}\). Each ozone molecule can do this once, so starting without ozone, the total number of atoms lost is at most twice the number that formed ozone. Integrating the rate equations in a vessel with inert walls shows both ends of this range. For an initial O fraction of \(10^{-7}\), the density falls by a factor \(e\) in \(0.9985\,\tau_{oz}\). With 1 % O it takes \(0.506\,\tau_{oz}\), because the atoms now consume ozone almost as soon as it forms. Direct recombination of two atoms was left out of this second run in order to isolate the effect.

That direct recombination, \(\mathrm{O+O+M\to O_2+M}\), grows with the atom density. For 10 % O and a rough coefficient \(k_r=5\times10^{-45}\ \mathrm{m^6/s}\), its initial rate per atom is

\[
2k_r n\,n_O\simeq2(5\times10^{-45})(3.22\times10^{20})(3.22\times10^{19})\ \mathrm{s^{-1}}
\simeq1.0\times10^{-4}\ \mathrm{s^{-1}}.
\]

The factor 2 appears because each event removes two atoms. This is faster than ozone formation. With all three reactions included, the density falls by a factor \(e\) in about 1.6 h. The trace lifetime of 4.5 h should therefore not be used for a strongly dissociated gas, but even there the gas-phase reactions remain far slower than wall loss.

## The estimate beside a real reactor

The chamber size, pressure and loss probabilities are rough values of the kind met in low-pressure plasma etching. Real reactors depart from the model in several ways. Their walls are a patchwork of materials; when the density is nearly uniform and every \(\gamma\) is small, \(\gamma A\) is replaced by its sum over the surfaces, so a modest area of active metal can dominate. They are also pumped. At a feed of 50 sccm, gas stays in this chamber for about 102 ms. Adding the pumping rate to the wall rate shortens the passive-wall lifetime from 191 ms to about 66 ms, but changes the active-wall lifetime by only about 2 %. Finally, the plasma ionizes atoms. For a rough electron density of \(10^{16}\ \mathrm{m^{-3}}\) and an ionization coefficient of \(2\times10^{-16}\ \mathrm{m^3/s}\), this takes about 500 ms per atom. It need not be a permanent loss, since the ion can be neutralized at a wall and return as an atom.

Pumping and ionization are both much faster than ozone formation, so the 4.5 h is a measure of how weak one channel is, and not a time that an atom in a running reactor would survive. Of the two loss channels compared here, the wall is the one that needs careful input: with the passive wall and no pumping, an error of a factor of two in \(\gamma\) changes the atom's lifetime by nearly a factor of two, while omitting gas-phase ozone formation changes it by about one part in \(10^5\). The estimate concerns the three-body channel as a loss of neutral atoms. It does not give the ozone content of a plasma, where negative ions can also make ozone in the gas, for example by \(\mathrm{O^-+O_2}(a^1\Delta_g)\to\mathrm{O_3}+e\), and it says nothing about ozone that might form on a surface. The main values are in the numerical output.

## Calculated quantities

```
pressure: 10 mTorr
pressure in SI: 1.333 Pa
gas temperature: 300 K
chamber radius: 15 cm
chamber height: 10 cm
three-body coefficient k3 (rough input): 6e-46 m^6/s
gas density n: 3.22e+20 m^-3
ozone formation rate per atom: 6.22e-05 s^-1
ozone lifetime tau_oz: 1.61e+04 s
ozone lifetime tau_oz: 4.47 h
capture coefficient (rough input): 3e-18 m^3/s
stabilizing collision coefficient: 1.85e-16 m^3/s
implied lifetime of O3*: 1.08 ps
time between collisions of O3*: 16.8 us
chance that O3* is stabilized: 6.44e-08
integrated e-fold time, trace O, over tau_oz: 0.9985
same, 1 % O with O+O3 loss, no O+O+M: 0.506
O-O2 collision diameter (rough input): 0.32 nm
mean relative speed O-O2: 772 m/s
mean thermal speed of O: 630 m/s
diffusion coefficient D: 2.19 m^2/s
friction average over (4/3) g u: 1.00001
volume over wall area: 3 cm
diffusion length Lambda: 2.84 cm
diffusion time Lambda^2/D: 0.366 ms
active wall gamma (rough input): 0.1
surface term, active wall: 1.81 ms
wall lifetime, active wall: 2.18 ms
passive wall gamma (rough input): 0.001
surface term, passive wall: 190 ms
wall lifetime, passive wall: 191 ms
largest error of joined formula vs eigenmode: 1.1 %
simulated wall lifetime, gamma 0.1: 2.17 ms
joined formula, gamma 0.1: 2.18 ms
simulated wall lifetime, gamma 0.5: 0.626 ms
joined formula, gamma 0.5: 0.652 ms
tau_wall/tau_oz, active wall: 1.35e-07
tau_wall/tau_oz, passive wall: 1.19e-05
tau_oz/tau_wall, active wall: 7.39e+06
tau_oz/tau_wall, passive wall: 8.43e+04
critical gamma: 1.18e-08
crossover pressure, active wall: 3.53 Torr
O+O3 coefficient (rough input): 8e-21 m^3/s
O+O+M coefficient (rough input): 5e-45 m^6/s
all-gas-phase e-fold time at 10 % O: 1.59 h
temperature exponent of k3 (rough input): -2.4
ozone lifetime at 500 K, same pressure: 42.3 h
feed flow (rough input): 50 sccm
pumping residence time: 102 ms
electron density (rough input): 1e+16 m^-3
ionization coefficient (rough input): 2e-16 m^3/s
lifetime against ionization: 500 ms
```
